\section*{Central Deflection of a Clamped Graphene Blister under Pressure}

\section*{Problem}

A graphene monolayer covers a circular cavity of radius $a=2.5\ \mu\mathrm{m}$ and is held at the rim. The pressure below the sheet exceeds the pressure above it by $p=1$ MPa. The central deflection $\delta$ obeys the cubic membrane law
\begin{equation}
p=K\,\frac{E\,\delta^{3}}{a^{4}},\qquad K=3.09,\qquad E=347\ \mathrm{N/m}.
\label{law}
\end{equation}
Here $E$ is the two-dimensional Young modulus, a force per unit length.

\begin{enumerate}
\item Calculate $\delta$, and find how it responds to small changes of $p$, $a$ and $E$.
\item Explain the cube in (\ref{law}) with a spherical cap.
\item Derive the law and its coefficient from the equilibrium of the membrane, with Poisson ratio $\nu=0.16$.
\item Find the adhesion needed to keep the rim from peeling at constant pressure.
\item Estimate the effects of pretension, bending, large rotations and elastic softening. How many digits of $\delta$ are meaningful?
\end{enumerate}

\section*{Solution}

\subsection*{1. The deflection}

Multiply (\ref{law}) by $a^4$, divide by $KE$, and take the cube root:
\begin{equation}
\delta^3=\frac{p a^4}{KE}=a^3\,\frac{pa}{KE},
\qquad
\delta=a\left(\frac{pa}{KE}\right)^{1/3}.
\label{delta}
\end{equation}
The fraction is dimensionless, since $pa$ and $E$ are both forces per length. Because $1\ \mathrm{MPa}\times1\ \mu\mathrm{m}=1\ \mathrm{N/m}$, the numbers can be inserted directly:
\begin{align}
pa&=1\times2.5=2.5\ \mathrm{N/m},\\
KE&=3.09\times347=1072.23\ \mathrm{N/m},\\
\frac{pa}{KE}&=0.002332,\qquad
\left(\frac{pa}{KE}\right)^{1/3}=0.1326,\\
\delta&=2.5\ \mu\mathrm{m}\times0.1326=0.3315\ \mu\mathrm{m}=331.5\ \mathrm{nm}.
\end{align}
The blister rises by about 13\% of its radius. The modulus must not be divided by a sheet thickness: $E$ in N/m already describes the whole sheet.

For small changes, take the logarithm of (\ref{delta}) and differentiate at fixed $K$:
\begin{equation}
\frac{d\delta}{\delta}=\frac13\frac{dp}{p}+\frac43\frac{da}{a}-\frac13\frac{dE}{E}.
\end{equation}
An error of 3\% in pressure or modulus moves the deflection by 1\%, while the same error in radius moves it by 4\%. At equal relative errors, the radius therefore contributes most to the uncertainty of $\delta$.

\subsection*{2. Why the pressure grows as the cube}

Approximate the blister by a shallow spherical cap of curvature radius $R$. The right triangle formed by the sphere's centre, the cap's base centre and the rim gives
\begin{equation}
R^2=a^2+(R-\delta)^2
\quad\Rightarrow\quad
R=\frac{a^2+\delta^2}{2\delta}\simeq\frac{a^2}{2\delta}.
\end{equation}
A spherical membrane with tension $N$ balances the pressure $p=2N/R$, so
\begin{equation}
N=\frac{pR}{2}=\frac{pa^2}{4\delta}.
\label{captension}
\end{equation}
The cap has height $w=\delta(1-r^2/a^2)$ and slope $w'=-2\delta r/a^2$. A line element $dr$ has length $\sqrt{1+w'^2}\,dr\simeq(1+w'^2/2)\,dr$. The mean strain along a radius is then
\begin{equation}
\varepsilon=\frac1a\int_0^a\frac{w'^2}{2}\,dr
=\frac1a\int_0^a\frac{2\delta^2r^2}{a^4}\,dr
=\frac{2\delta^2}{3a^2}.
\end{equation}
If the sheet is stretched equally in both directions, Hooke's law reads $N=E\varepsilon/(1-\nu)$. Inserting this in (\ref{captension}) gives
\begin{equation}
p=\frac{4\delta N}{a^2}
=\frac{4\delta}{a^2}\,\frac{E}{1-\nu}\,\frac{2\delta^2}{3a^2}
=\frac{8}{3(1-\nu)}\,\frac{E\delta^3}{a^4}.
\end{equation}
Two powers of $\delta$ come from the stretching, and the third from the curvature that lets tension oppose pressure. The cap coefficient is $8/(3\times0.84)=3.17$, which gives $\delta=328.5$ nm. It cannot be the full solution, because a fixed rim has no circumferential strain, whereas the cap estimate assumes equal strain in both directions everywhere.

\subsection*{3. The coefficient from membrane equilibrium}

Let $u(r)$ be the outward displacement and $w(r)$ the height. The sheet is isotropic and linearly elastic, its slopes are moderate, and it carries no tension when flat. An element $dr$ acquires the length $\sqrt{(1+u')^2+w'^2}\,dr$, and a circle of radius $r$ acquires the radius $r+u$. To leading order the strains are
\begin{equation}
\varepsilon_r=u'+\tfrac12w'^2,\qquad \varepsilon_\theta=\frac ur.
\end{equation}
Hooke's law for the radial and circumferential tensions is
\begin{equation}
E\varepsilon_r=N_r-\nu N_\theta,\qquad
E\varepsilon_\theta=N_\theta-\nu N_r.
\label{hooke}
\end{equation}

The pressure lifts a central disc of radius $r$ with force $p\pi r^2$. The vertical component of the tension on its boundary is $2\pi rN_rw'$, which is negative because $w'<0$. Their sum vanishes:
\begin{equation}
N_rw'=-\frac{pr}{2}.
\label{vertical}
\end{equation}
For a sector of angle $d\theta$ and width $dr$, the radial pulls differ by $d(rN_r)\,d\theta$, and the circumferential tensions pull inward with $N_\theta\,dr\,d\theta$. Hence
\begin{equation}
N_\theta=(rN_r)'=N_r+rN_r'.
\label{radial}
\end{equation}

Now eliminate $u$. Since $u=r\varepsilon_\theta$, we have $u'=\varepsilon_\theta+r\varepsilon_\theta'$, and therefore
\begin{equation}
\varepsilon_r-\varepsilon_\theta-r\varepsilon_\theta'=\tfrac12w'^2.
\end{equation}
Multiply by $E$ and insert (\ref{hooke}):
\begin{equation}
(1+\nu)(N_r-N_\theta)-rN_\theta'+\nu rN_r'=\frac E2w'^2.
\end{equation}
By (\ref{radial}), $N_r-N_\theta=-rN_r'$. The terms with $\nu$ cancel, leaving
\begin{equation}
r(N_r+N_\theta)'=-\frac E2w'^2.
\end{equation}
The sum is $N_r+N_\theta=2N_r+rN_r'$, whose derivative is $3N_r'+rN_r''$. With $w'=-pr/(2N_r)$ from (\ref{vertical}), division by $r^2$ gives
\begin{equation}
N_r''+\frac3rN_r'=-\frac{Ep^2}{8N_r^2}.
\label{tension}
\end{equation}

Set $r=a\rho$ and $N_r=Sn(\rho)$. The left side of (\ref{tension}) acquires the factor $S/a^2$ and the right side $Ep^2/S^2$. These factors cancel if $S^3=Ep^2a^2$. With $q=pa/E$ this means $S=Eq^{2/3}$, and
\begin{equation}
n''+\frac3\rho n'=-\frac1{8n^2}.
\label{scaled}
\end{equation}
Primes on $n$ denote derivatives with respect to $\rho$. Smoothness at the centre requires $n'(0)=0$. At the rim $u=0$, so $N_\theta-\nu N_r=0$; using (\ref{radial}),
\begin{equation}
(1-\nu)n+n'=0\qquad\text{at }\rho=1.
\label{rim}
\end{equation}
Pressure, radius and modulus have disappeared, and $\nu$ is the one parameter left. Integrating (\ref{vertical}) from the centre to the rim, where $w=0$, gives
\begin{equation}
\delta=\int_0^a\frac{pr}{2N_r}\,dr
=\frac{pa^2}{S}\int_0^1\frac{\rho}{2n}\,d\rho
=aq^{1/3}W_0,
\qquad W_0=\int_0^1\frac{\rho}{2n}\,d\rho.
\end{equation}
Cubing this result and solving for $p$ gives (\ref{law}) with $K=W_0^{-3}$.

To solve (\ref{scaled}), choose a trial value $n(0)=n_0$. Near the centre put $n=n_0+c\rho^2$. The left side is $2c+6c=8c$, so $c=-1/(64n_0^2)$. This starts a numerical integration just outside $\rho=0$, and $n_0$ is adjusted until (\ref{rim}) holds. The result is
\begin{equation}
n_0=0.4171,\qquad W_0=0.6863,\qquad K=3.094,
\end{equation}
which confirms the given coefficient to its three digits. The unrounded coefficient gives $\delta=331.4$ nm. Direct minimization of the stretching energy minus the pressure work, with polynomial displacements, also gives 331.4 nm. Repeating that minimization with $p$ multiplied by eight, $a$ doubled, or $E$ doubled reproduces the powers $1/3$, $4/3$ and $-1/3$.

The solution also supplies the load on the material. Here $S=(347\times1^2\times2.5^2)^{1/3}=12.94$ N/m, so the central tension is $Sn_0=5.40$ N/m. At the centre both tensions are equal, and (\ref{hooke}) gives the strain
\begin{equation}
\varepsilon_0=\frac{(1-\nu)N_r(0)}{E}
=\frac{0.84\times5.40}{347}=1.31\%.
\end{equation}
The radial tension falls to 4.01 N/m at the rim, where the slope has magnitude $pa/(2N_r)=2.5/(2\times4.014)=0.311$. The central tension is about 13\% of a rough breaking tension of 40 N/m. This comparison does not cover defects or a sharp cavity edge.

\subsection*{4. Does the rim hold?}

Let the pressure be constant, and let the sheet outside the blister be attached and unstrained. Write the blister volume as $V=C\pi a^2\delta$. The membrane profile gives $C=0.5245$; a parabola would give $1/2$.

At fixed radius, $V\propto p^{1/3}$. During slow loading through pressures $\tilde p$, the volume is $V(\tilde p/p)^{1/3}$. The work stored as elastic energy is
\begin{equation}
U=\int_0^p\tilde p\,\frac{d}{d\tilde p}\left[V\left(\frac{\tilde p}{p}\right)^{1/3}\right]d\tilde p
=\frac V3\int_0^p\left(\frac{\tilde p}{p}\right)^{1/3}d\tilde p
=\frac{pV}{4}.
\end{equation}
The total potential at constant pressure is $\Pi=U-pV=-\tfrac34pV$. Since $\delta\propto a^{4/3}$, the volume grows as $a^{10/3}$ and $dV/da=10V/(3a)$. Peeling exposes the area $dA=2\pi a\,da$, so the energy released per area is
\begin{equation}
G=-\frac{d\Pi}{dA}
=\frac{3p}{4}\,\frac{10V}{3a}\,\frac1{2\pi a}
=\frac{5pV}{4\pi a^2}
=\frac54\,C\,p\,\delta.
\end{equation}
With $1\ \mathrm{MPa}\,\mu\mathrm{m}=1\ \mathrm{J/m^2}$,
\begin{equation}
G=1.25\times0.5245\times1\times0.3314=0.217\ \mathrm{J/m^2}.
\end{equation}
If the attached sheet does not slide, the rim does not peel as long as the adhesion energy $\Gamma$ exceeds this value. Inward sliding would change the tension and slope at the rim, and with them $G$; its effect on the deflection is taken up in part 5. A finite difference of the minimized potential between two slightly different radii gives the same $G$ to within 0.1\%.

Take 0.1 and 0.4 J/m$^2$ as rough low and high adhesion energies of graphene on silica; some reported values are slightly higher. Since $G$ lies between them, clamping is a real condition here. At fixed radius $G\propto p\delta\propto p^{4/3}$, and peeling starts at
\begin{equation}
p_{\rm peel}=p\left(\frac{\Gamma}{G}\right)^{3/4},
\end{equation}
which is 0.56 MPa for the lower adhesion and 1.58 MPa for the higher one. These are moderate-slope values. The large rotations and softening of part 5 raise $G$ by 1 to 3\% and lower the higher peeling pressure to about 1.55 MPa. In the first case the stated blister would not keep its radius at 1 MPa. At constant pressure $G$ also grows as $a^{4/3}$, so with uniform adhesion an advancing peel does not stop by itself. A sealed, fixed amount of gas is a different case, because its pressure falls as the blister grows.

\subsection*{5. Neglected effects and meaningful digits}

\paragraph{Pretension.}
If the flat sheet carries a uniform tension $N_0$, the strains follow from $N_r-N_0$ and $N_\theta-N_0$. Equation (\ref{scaled}) is unchanged, because the constant cancels in differences and derivatives. The rim condition becomes
\begin{equation}
(1-\nu)\left(n-\frac{N_0}{S}\right)+n'=0.
\end{equation}
For a rough $N_0=0.07$ N/m, the solution lowers $\delta$ by 0.46\%.

At low pressure the same small tension dominates. Then $N_r\simeq N_0$, and integration of (\ref{vertical}) gives the linear law $\delta=pa^2/(4N_0)$. Equating it to (\ref{delta}) locates the crossover:
\begin{equation}
p_\times=\frac{(4N_0)^{3/2}}{a\sqrt{KE}}
=\frac{0.28^{3/2}}{2.5\sqrt{1072.23}}\ \mathrm{MPa}
\simeq0.0018\ \mathrm{MPa}.
\end{equation}
The cubic law needs $p\gg p_\times$, which 1 MPa satisfies.

\paragraph{Bending.}
A clamped plate that resists by bending alone obeys $D\nabla^4w=p$, where $D$ is its bending stiffness. The solution with zero height and slope at the rim is $w=p(a^2-r^2)^2/(64D)$, because $\nabla^4r^4=64$. For a rough $D=1.5$ eV $=2.40\times10^{-19}$ J, its central value would be
\begin{equation}
\frac{pa^4}{64D}
=\frac{10^6\,(2.5\times10^{-6})^4}{64\times2.40\times10^{-19}}\ \mathrm{m}
\simeq2.5\ \mathrm{m}.
\end{equation}
This absurd height shows that the linear plate equation has been used far outside its range: stretching takes over long before.

In the stretched sheet, bending matters near the rim, where it forces the slope to zero. Let $x$ be the distance from the rim, $\theta$ the slope and $\theta_m$ the membrane slope there. Vertical balance becomes $N_r\theta-D\,d^2\theta/dx^2=N_r\theta_m$, with solution
\begin{equation}
\theta=\theta_m\left(1-e^{-x/l}\right),\qquad l=\sqrt{D/N_r}.
\end{equation}
At fixed tension the missing height is $|\theta_m|\int_0^\infty e^{-x/l}dx=|\theta_m|l$. With $l=0.245$ nm it is $0.311\times0.245=0.076$ nm. The actual loss is smaller, because the flatter rim needs less stretching. The saved length $\int_0^\infty\tfrac12(\theta_m^2-\theta^2)\,dx=\tfrac34\theta_m^2l$ acts like an inward shift of the rim, which lowers the tension and lets the sheet rise again. The net loss is about $0.05\,l\simeq0.012$ nm. Since $l$ is of atomic size, the continuum result gives a magnitude and no detailed rim shape, but the effect on $\delta$ is negligible.

\paragraph{Large rotations.}
The rim slope of 0.311 is not very small. A membrane calculation with unrestricted rotation, pressure normal to the deformed surface, and tensions linear in the stretches gives 334.9 nm, which is 1.05\% above the moderate-slope result. The number depends on the strain measure in which the elastic energy is taken as quadratic: Green strain gives $+0.4\%$ and logarithmic strain $+1.7\%$. This correction must therefore be used together with a softening coefficient defined for the same strain measure.

\paragraph{Softening.}
Graphene becomes softer when stretched. With a rough uniaxial law $N=E\varepsilon+E_3\varepsilon^2$ and $E_3=-700$ N/m, the ratio $N/\varepsilon$ at the central strain is
\begin{equation}
E+E_3\varepsilon_0=347-700\times0.01307=337.9\ \mathrm{N/m}.
\end{equation}
The deflection rises by the factor $(347/337.9)^{1/3}$, or 0.89\%. This is only an estimate of size, because the sheet is stretched in two directions and not uniformly; a uniaxial coefficient does not fix the biaxial response. With rough third-order elastic constants of graphene the rise is about 1.4\%.

\paragraph{The real blister.}
Micrometre-sized cavities in silica, covered by graphene and loaded by gas, are the real counterpart of this model. The modulus is typical of a graphene monolayer, and the pressure is high enough to challenge the adhesion. The assumption most at risk is the fixed rim. If peeling increased the radius by 10\% at the same pressure, $\delta$ would grow by the factor $1.1^{4/3}=1.14$, far more than any correction above. The attached sheet can also slide inward without peeling. A shear resistance $\tau$ of the substrate balances the rim tension over a distance of order $N_r/\tau$, which is about 2 $\mu$m for a rough $\tau=2$ MPa. This is comparable to the cavity radius. For an elastic outer sheet with constant $\tau=2$ MPa, the slip zone is about 1.4 $\mu$m wide, the rim moves inward by about 7 nm, and $\delta$ rises by about 7\%, to roughly 355 nm; the rise is about 10\% for $\tau=1$ MPa and 4\% for $\tau=5$ MPa. At $\tau=2$ MPa the circumferential tension at the rim becomes compressive, so wrinkles are expected and these figures are estimates. In such a friction model any rim tension produces some slip.

If the small corrections are added, they amount to about $+1.5\%$, or 5 nm. They would raise the 331.5 nm of the stated law to about 336 nm, or 338 nm with the stronger softening, which rounds to 0.34 $\mu$m. Because they rest on rough values, the third digit has no physical meaning, and even for a fixed rim the second is uncertain by about one unit. Sliding of the size estimated above would shift the second digit by two or three units. To two digits, the stated law gives
\begin{equation}
\boxed{\delta\simeq0.33\ \mu\mathrm{m}}
\end{equation}
provided that the rim neither slips nor peels. The detailed values are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
radius a = 2.50 um
pressure difference p = 1.00 MPa
given coefficient K = 3.09
two-dimensional modulus E = 347.0 N/m
Poisson ratio = 0.16
p a = 2.500 N/m
K E = 1072.23 N/m
p a/(K E) = 0.002332
deflection/radius = 0.13260
MAIN RESULT: deflection = 0.3315 um = 331.5 nm
pressure recovered from deflection = 1.000000 MPa
K solved from membrane equations = 3.0936
scaled central height W(0) = 0.68629
scaled central tension n(0) = 0.41709
deflection with solved K = 331.38 nm
deflection by energy minimization = 331.38 nm
fitted power of pressure = 0.33333
fitted power of radius = 1.33333
fitted power of modulus = -0.33333
spherical-cap coefficient = 3.1746
spherical-cap deflection = 328.5 nm
shallow-cap mean strain = 1.172 percent
central tension = 5.399 N/m
radial edge tension = 4.014 N/m
central strain = 1.307 percent
edge slope = 0.3114
rough breaking tension = 40 N/m
central/breaking tension = 0.135
volume factor C = 0.5245
peeling energy release G = 0.2172 J/m^2
rough adhesion, low = 0.1 J/m^2
rough adhesion, high = 0.4 J/m^2
peeling pressure, low adhesion = 0.56 MPa
peeling pressure, high adhesion = 1.58 MPa
rough pretension = 0.07 N/m
deflection change by pretension = -0.46 percent
deflection with large rotations = 334.9 nm
change by large rotations = 1.05 percent
rough softening coefficient = -700 N/m
softened modulus estimate = 337.9 N/m
change by softening estimate = 0.89 percent
rough bending stiffness = 1.5 eV
bending edge length = 0.245 nm
deflection loss by bending = 0.076 nm
false bending-only deflection = 2.54 m
\end{verbatim}
